# Why identical one-coverage deposition cycles cannot keep alternating in thickness

## Result and assumptions

Let $x\in[0,1]$ be a surface coverage that fixes the state of the surface at the start of a deposition or etching cycle. A cycle consists of $m$ steps of fixed durations $t_1,\dots,t_m$. During step $i$

$$\frac{dx}{dt}=f_i(x,t),\qquad 0\le t\le t_i, \tag{1}$$

where $t$ is counted from the start of the step. The assumptions are:

- **One variable.** No other quantity carries memory from one cycle to the next, and no other quantity that responds to $x$ evolves within a step, so that (1) is the whole kinetics.
- **Same recipe.** The functions $f_i$ and the durations $t_i$ are the same in every cycle.
- **Regular kinetics.** Each $f_i$ is continuous, and $|f_i(y,t)-f_i(x,t)|\le L|y-x|$ for some constant $L$.
- **Coverage stays physical.** $f_i(0,t)\ge0$ and $f_i(1,t)\le0$.

Let $x_n$ be the coverage at the start of cycle $n$ and $F$ the cycle map, $x_{n+1}=F(x_n)$. The growth per cycle is the integral of a continuous local growth rate along the trajectory, so it is a function of the starting coverage, $G_n=g(x_n)$. It is negative for etching.

**Theorem.** The map $F$ is strictly increasing. Every sequence $x_n$ is monotone and converges to a fixed point $x^*=F(x^*)$, and $G_n\to g(x^*)$. There is therefore no $\delta>0$ for which thick and thin cycles go on alternating with $|G_{n+1}-G_n|\ge\delta$.

Autonomous kinetics, $f_i=f_i(x)$, is a special case. Time dependence inside a step, such as the rise of a gas pulse, is allowed if it repeats in every cycle. A recipe that itself alternates two different doses must be treated with the pair of doses as one cycle.

## Proof

**Lemma 1 (order is preserved).** Let $x(t)$ and $y(t)$ solve (1) in the same step with $y(0)>x(0)$. Then $y(t)>x(t)$ throughout the step.

*Proof.* Put $D=y-x$. As long as $D>0$, the Lipschitz condition gives $-LD\le dD/dt\le LD$. The left inequality says that $d(De^{Lt})/dt\ge0$, so

$$D(0)e^{-Lt}\le D(t)\le D(0)e^{Lt}, \tag{2}$$

the upper bound following in the same way from the right inequality. The lower bound is positive at every finite time, so $D$ cannot reach zero. ∎

The coverage also stays in $[0,1]$. Continue $f_i$ below zero by its value at $x=0$, which is not negative. A solution below zero then cannot move further down, so none can leave through $x=0$. The same argument with signs reversed holds at $x=1$.

Each step map $\varphi_i$, which takes the coverage at the start of step $i$ to that at its end, is thus strictly increasing. So is the composition $F=\varphi_m\circ\dots\circ\varphi_1$. By the upper bound in (2), trajectories depend continuously on their start, hence $F$ and $g$ are continuous.

**Proof of the theorem.** Suppose $x_1\ge x_0$. Applying $F$ to both sides gives $x_2\ge x_1$, and by induction $x_{n+1}\ge x_n$ for all $n$. If $x_1\le x_0$, all inequalities are reversed. A monotone sequence in $[0,1]$ has a limit $x^*$. Continuity gives $F(x^*)=\lim F(x_n)=\lim x_{n+1}=x^*$, and $G_n=g(x_n)\to g(x^*)$. Differences of successive terms of a convergent sequence tend to zero, so they cannot remain above $\delta$ in size. ∎

A two-cycle is excluded directly as well. If $a<b$ with $F(a)=b$ and $F(b)=a$, then $F(a)>F(b)$ although $a<b$, which contradicts the increase of $F$.

**Lemma 2 (transient reversals).** If $[0,1]$ splits into $k+1$ intervals on each of which $g$ is monotone, the sequence $G_n$ changes direction at most $k$ times.

*Proof.* Let there be $r$ changes of direction. They divide the monotone sequence $x_n$ into $r+1$ successive stretches, over which $g$ has alternately a net rise and a net fall. Each stretch contains a piece of some monotonicity interval on which $g$ changes in the direction of the net change. Neighbouring pieces have opposite directions, so they lie in different intervals. The pieces are ordered along the axis, so all $r+1$ intervals are different, and $r+1\le k+1$. ∎

If $g$ is monotone, there is thus no reversal even in the transient.

These statements were tested on six random three-step sequences with cubic rate laws and on one bistable sequence, each from nine starting coverages over 100 cycles. All coverage sequences were monotone, and the largest number of growth reversals was one.

The bistable sequence has an uptake step $dx/dt=12x^2(1-x)$ and a loss step $dx/dt=-2x$, each lasting 0.1 in the same arbitrary time unit. It ends at $x=0$ from $x_0=0.125$ and at $x=0.703$ from $x_0=0.5$. The theorem therefore allows the final growth to depend on history; it does not promise a single steady state.

## Slope of the cycle map

Let $f_i$ now be differentiable in $x$. Let $w=\partial x(t)/\partial x(0)$ be the sensitivity to the start. Differentiating (1) with respect to $x(0)$ gives $dw/dt=(\partial f_i/\partial x)\,w$ with $w(0)=1$. Integration over each step and the chain rule yield

$$F'(x_0)=\exp\left(\sum_{i=1}^m\int_0^{t_i}\frac{\partial f_i}{\partial x}\,dt\right)>0, \tag{3}$$

with the derivative taken along the trajectory.

For autonomous kinetics, the rate itself obeys $df_i(x(t))/dt=f_i'(x)\,dx/dt=f_i'(x)f_i(x)$, the same linear equation as $w$. The two are proportional, and $w(0)=1$ fixes the factor. If $\xi_i$ denotes the coverage after step $i$ and $\xi_0=x_0$,

$$F'(x_0)=\prod_{i=1}^m\frac{f_i(\xi_i)}{f_i(\xi_{i-1})},\qquad f_i(\xi_{i-1})\ne0. \tag{4}$$

Each ratio is positive because an autonomous trajectory cannot pass through a zero of its rate.

Formula (4) needs autonomy; (3) does not. For $f=3\sin^2(\pi t)(1-x)(1+4x)-2x^2$, acting for one time unit from $x=0.3$, formula (3) gives 0.0007, in agreement with a finite difference. The ratio of final to initial rate is 4.85.

Near a fixed point with $0<F'(x^*)<1$, linearization gives $x_{n+1}-x^*\approx F'(x^*)(x_n-x^*)$. The error keeps its sign and shrinks by the factor $F'(x^*)$ per cycle.

## A solvable case: alumina from trimethylaluminium and water

Let $x$ be the fraction of surface sites that carry OH at the start of the metal pulse; the others carry methyl. One trimethylaluminium molecule, Al(CH$_3$)$_3$, is taken to react with $\nu=1.5$ OH groups on average. It releases 1.5 methane molecules and keeps $3-1.5=1.5$ methyl groups. The number of sites is therefore conserved, and one variable suffices. With another $\nu$ this closure would fail.

The metal pulse obeys $dx/dt=-ax$. If $\Phi_A$ is the molecular flux, $s_A$ the sticking coefficient on OH and $N$ the site density, molecules are captured at the rate $s_A\Phi_Ax$ per area and each removes $\nu$ OH groups, so $a=\nu s_A\Phi_A/N$. The coverage after the pulse is

$$y=qx,\qquad q=e^{-at_A}.$$

The OH lost per area is $Nx(1-q)$. Division by $\nu$ gives the aluminium added, and division by the aluminium density $n_{Al}$ of the film gives the thickness:

$$G=hx(1-q),\qquad h=\frac{N}{\nu n_{Al}}. \tag{5}$$

In the water pulse each captured molecule turns one methyl site into OH. The capture is assumed to be helped by OH already present:

$$\frac{dx}{dt}=b(1-x)(1+cx),\qquad b=\frac{s_W\Phi_W}{N}. \tag{6}$$

The partial fractions

$$\frac1{(1-x)(1+cx)}=\frac1{1+c}\left(\frac1{1-x}+\frac c{1+cx}\right)$$

integrate to $\ln[(1+cx)/(1-x)]/(1+c)$. Over the water pulse, $(1+cx)/(1-x)$ is thus multiplied by $E=e^{(1+c)bt_B}$. Its final value is $R=E(1+cqx)/(1-qx)$. Solving $R(1-x')=1+cx'$ gives $x'=(R-1)/(R+c)$. After multiplying numerator and denominator by $1-qx$,

$$F(x)=\frac{(E-1)+q(1+cE)x}{(E+c)+cq(E-1)x}. \tag{7}$$

The derivative of $(\alpha+\beta x)/(\gamma+\delta x)$ is $(\beta\gamma-\alpha\delta)/(\gamma+\delta x)^2$. Here

$$\beta\gamma-\alpha\delta=q[(1+cE)(E+c)-c(E-1)^2]=q(E+2cE+c^2E)=qE(1+c)^2,$$

since the terms $cE^2$ and $c$ cancel. Hence

$$F'(x)=\frac{qE(1+c)^2}{[(E+c)+cq(E-1)x]^2}>0. \tag{8}$$

Setting $F(x)=x$ and clearing the denominator gives

$$P(x)=cq(E-1)x^2+[(E+c)-q(1+cE)]x-(E-1)=0. \tag{9}$$

For $c>0$ and finite nonzero pulses, the product of the roots is negative, so there is one positive root. It lies below 1 because $F(0)>0$ and $F(1)<1$. At this root $P'>0$. Since $F-x=-P/[(E+c)+cq(E-1)x]$, it follows that $F'(x^*)-1<0$: the fixed point is stable. The growth (5) increases with $x$, so $G_n$ approaches its limit from one side.

Two limits show what the slope measures.

- **Saturated pulses.** For $q\to0$, $F\to(E-1)/(E+c)$, independent of $x$. The metal pulse erases the memory, and the next cycle already starts at the fixed point. If $E\to\infty$ as well, $x^*\to1$ and $G\to h$.
- **Very short pulses.** To first order in $at_A$ and $bt_B$, the changes in the two pulses add:
$$F(x)-x\approx-at_Ax+bt_B(1-x)(1+cx).$$
The slope is close to 1, and the surface needs many cycles to settle at the balance of the two terms.

## Numbers for unsaturated pulses

Take 150 °C, 0.01 Torr of trimethylaluminium for 0.2 s and 0.02 Torr of water for 0.5 s. The sticking coefficients are $10^{-3}$ and $3\times10^{-5}$, $N=6.0$ nm$^{-2}$, and the film density is 3.0 g/cm$^3$, which gives $n_{Al}=35.44$ nm$^{-3}$. These are rough values; $c=4$ is a model choice. The fluxes from kinetic gas theory are 20112 and 80466 nm$^{-2}$s$^{-1}$, so

$$a=\frac{1.5\times10^{-3}\times20112}{6.0}=5.03\ \mathrm{s^{-1}},\qquad b=\frac{3\times10^{-5}\times80466}{6.0}=0.402\ \mathrm{s^{-1}}.$$

Then $q=0.3658$, $E=2.7342$ and $h=6.0/(1.5\times35.44)=0.1129$ nm. Equation (9) becomes $2.5376x^2+2.3675x-1.7342=0$, with

$$x^*=\frac{-2.3675+\sqrt{2.3675^2+4(2.5376)(1.7342)}}{2(2.5376)}=0.483.$$

Equation (8) gives $F'(x^*)=0.395$, and the steady growth is

$$G^*=0.1129\times0.4827\times(1-0.3658)=0.0346\ \mathrm{nm}=0.35\ \text{Å}.$$

From a fully hydroxylated surface, $x_0=1$, the first growths are 0.0716, 0.0471, 0.0392 and 0.0364 nm. From $x_0=0.05$ they are 0.0036, 0.0204, 0.0286 and 0.0321 nm. One sequence falls and the other rises; they first come within 1% of $G^*$ in cycles 6 and 7. Direct integration of the two pulses confirmed these one-sided approaches and the final error factor 0.395.

The water pulse alone has slope $F'/q=0.3947/0.3658=1.08$ at the steady state. Cooperative uptake slightly amplifies a coverage difference, but it does not reverse its sign.

## Where the theorem stops

### A second coverage

With two independent coverages, trajectories can pass around one another and order is lost. Consider three site types with $A+B+C=1$ and the autocatalytic conversions

$$\dot A=A(C-B),\qquad \dot B=B(A-C),\qquad \dot C=C(B-A),$$

with time in units of the inverse rate constant. The sum is conserved, and so is $ABC$, because $d\ln(ABC)/dt=(C-B)+(A-C)+(B-A)=0$. Away from the centre $A=B=C=1/3$, the curves of constant positive $ABC$ in the triangle of compositions are closed, so the motion is periodic.

From $(0.5,0.25,0.25)$ the period is 11.30. Let every cycle be one pulse of half that length, 5.65, and let growth count the conversions $A\to B$, $\int AB\,dt$. The growth then alternates between 0.748 and 0.439 per site under a fixed recipe. This is a mathematical counterexample, not a proposed alumina mechanism. It is also finely tuned: a slightly different pulse length makes the phase drift along the orbit.

For smooth two-variable kinetics, the matrix $W$ of sensitivities obeys $\dot W=JW$, with $J$ the matrix of rate derivatives. Hence $d(\det W)/dt=(\operatorname{tr}J)\det W$, and $\det W$ stays positive. The two multipliers of the cycle at a fixed point, which are the eigenvalues of $W$ after one cycle, have a positive product. A multiplier can be negative and real only if the other is negative too.

### Feedback on the recipe

Let a controller set the next metal pulse to $t_{n+1}=t_A+K(G^*-G_n)$. The pulse length is now a second memory variable. With $W_B'=F'/q$ the slope of the water step, small deviations obey

$$\delta G_n=h(1-q)\,\delta x_n+hx^*aq\,\delta t_n,$$
$$\delta x_{n+1}=W_B'(q\,\delta x_n-aqx^*\delta t_n),\qquad \delta t_{n+1}=-K\,\delta G_n.$$

Put $\kappa=Khx^*aq$. The trace of this linear map is $F'-\kappa$. Its determinant is

$$-\kappa F'-\kappa W_B'(1-q)=-\kappa W_B',$$

because $F'=W_B'q$. It is negative, which a flow could not produce, so one multiplier is negative. This multiplier reaches $-1$ when $1+\text{trace}+\text{determinant}=0$, that is, $1+F'-\kappa-\kappa W_B'=0$:

$$K_c=\frac{1+F'}{(1+F'/q)\,hx^*aq}. \tag{10}$$

The example gives $K_c=6.69$ s/nm. Below it the other multiplier is smaller than 1, since $1-\text{trace}+\text{determinant}=1-F'+\kappa(1-W_B')$ remains positive for these numbers. This controller serves only to show the instability. Setting $\delta x_{n+1}=\delta x_n$ at fixed $\delta t$ gives the steady response $dG^*/dt_A=hx^*aq(1-W_B')/(1-F')=-0.013$ nm/s, which is negative because $W_B'>1$. A longer metal pulse raises the growth of that cycle but slightly lowers the steady growth, so the controller does not reduce a lasting error: with the metal flux 10% too high, the steady growth is 0.9% low without control and 1.0% low at $0.8K_c$.

Starting with a pulse 1% too long, a gain of $0.8K_c$ returns the growth to 0.0346 nm. At $1.3K_c$, with the pulse not allowed below 0.02 s, the growth ends up alternating between 0.0623 and 0.0037 nm. After each thick cycle the controller asks for a negative time, $0.2-1.3\times6.694\times(0.06225-0.03455)=-0.04$ s, and the valve limit applies. The lower limit on the pulse thus helps set the final amplitude, which the linear threshold does not predict.

## Relation to a real reactor

Saturated alumina growth is roughly 0.1 nm per cycle. The 0.035 nm found here is far below that because the pulses are deliberately unsaturated; the model reaches $h=0.113$ nm only when both are lengthened. Saturating the water pulse alone gives $h(1-q)=0.072$ nm. Saturating the metal pulse alone gives $h(E-1)/(E+c)=0.029$ nm, less than $G^*$, because removing more OH slows the cooperative water step (6). This fall of growth with metal dose follows from the assumed $c=4$ and is not a prediction for real alumina. A real process also departs from the one-variable model, and the sizes below hold the recipe fixed.

One departure is condensation of OH pairs into oxygen bridges during the 5 s purges. It is taken as second order in the OH fraction $\theta$, $d\theta/dt=-k\theta^2$, with $k=10^{13}\,\mathrm{s^{-1}}\,e^{-E_b/k_BT}$. Its size depends strongly on the assumed barrier $E_b$ and on the assumed prefactor: at 1.3 eV, a prefactor of $10^{12}$ s$^{-1}$ would reduce the 12% drop in growth quoted below to 1.4%. The bridges are a second variable. They are assumed not to react with trimethylaluminium and to rehydrate at one tenth of the methyl rate. For an assumed barrier of 1.3 eV, 7.9% of the sites are bridged and the growth falls by 12% relative to $G^*$; for 1.4 eV it falls by 0.9%. The multipliers are 0.392 and 0.950 in the first case, 0.395 and 0.954 in the second. All are positive, so small deviations do not alternate, but the slower one decays over about $-1/\ln0.950\approx20$ cycles.

In a well-mixed channel 2 cm high with a gas residence time of 0.02 s, gas depletion lowers the growth by 1.3%. The rounding of the pulses alone has no effect, because the rates are proportional to pressure and the total exposure is unchanged. The slope at the new fixed point is 0.429. The depleted pressure is a second variable within each pulse, so the theorem does not cover this case; the positive slope is a computed result for these numbers. The purge removes the gas memory in this model, though slow desorption from cold walls could restore it.

Reaction heat, at an assumed 1.5 eV per site, warms a silicon wafer by about 0.3 mK per metal pulse. For independently reacting sites, counting noise on 1 cm$^2$ is at most $2.3\times10^{-9}$ nm. In the model above the sites are coupled (1.5 OH per event, cooperative water uptake), and the noise is somewhat larger, about $3\times10^{-9}$ nm. Neither is a plausible source of visible alternation here.

Persistent alternation measured under a nominally fixed recipe would therefore show that an assumption fails: for example a further memory variable, a second quantity that evolves within a pulse even if the purge resets it, kinetics that change with film thickness, a recipe that does not repeat, or a measurement that alternates by itself. The second case needs no memory between cycles. As a toy example, let the metal pulse be sped up by its own by-product $p$, $dx/dt=-dp/dt=-kx(p_0+p)$, with $p=0$ at the start of every pulse, $p_0=10^{-4}$, $kt_A=14.5$ and the water pulse unchanged. The slope at the fixed point is then $-1.27$, and the growth alternates between 0.057 and 0.010 nm. The theorem does not say which assumption fails. The remaining digits are in the numerical output.

## Computed values

```
Temperature: 423.15 K
TMA, water partial pressure: 0.01, 0.02 Torr
TMA, water sticking coefficient: 1e-03, 3e-05
TMA, water, purge duration: 0.2, 0.5, 5.0 s
Site density: 6.0 per nm2; OH per Al: 1.5
Film density: 3.0 g/cm3; Al density 35.44 per nm3
TMA, water flux: 20112, 80466 per nm2 per s
Rate a: 5.028 per s; rate b: 0.4023 per s; cooperativity c: 4.0
q = 0.3658; E = 2.7342
Full-reaction thickness h: 0.1129 nm
Quadratic coefficients for x*: 2.5376, 2.3675, -1.7342
Fixed-point coverage x*: 0.4827
Cycle-map slope at x*: 0.3947
Steady growth per cycle: 0.03455 nm = 0.3455 angstrom
Growth, cycles 1-6, start x=1.0: 0.07158 0.04710 0.03924 0.03637 0.03526 0.03483 nm
  first cycle within 1% of steady growth: 6
Growth, cycles 1-6, start x=0.05: 0.00358 0.02037 0.02858 0.03213 0.03359 0.03417 nm
  first cycle within 1% of steady growth: 7
Random/bistable sequences tested: 7
Most transient growth reversals seen: 1
Bistable limits from x=0.125 and 0.5: 0.0000, 0.7029
Timed pulse: true slope 0.0007, rate ratio 4.8520
Two-coverage scheme: period 11.2975 s, pulse 5.6488 s
  alternating conversions per site: 0.7482, 0.4392
Critical controller gain: 6.694 s/nm
Shortest controlled pulse: 0.02 s
  gain 0.8 critical: last growths 0.03455, 0.03455 nm
  gain 1.3 critical: last growths 0.06225, 0.00367 nm
Channel height 2 cm, gas residence 0.02 s
  with gas depletion: growth 0.03411 nm (-1.3%), slope 0.4288
  log10 of gas fraction left after purge: -109
Bridge/methyl rehydration rate ratio: 0.1
OH condensation, barrier 1.3 eV: rate 3.29e-03 per s
  growth 0.03042 nm (-12.0%), bridged sites 7.9%
  multipliers 0.3922, 0.9500
OH condensation, barrier 1.4 eV: rate 2.12e-04 per s
  growth 0.03423 nm (-0.9%), bridged sites 0.6%
  multipliers 0.3946, 0.9542
Wafer heating per TMA pulse (1.5 eV per site): 0.33 mK
Counting noise bound on 1 cm2: 2.3e-09 nm
```
